# Surface recombination near equilibrium without cancellation error: a program that tests the result

```python
# Result under test: nondegenerate surface recombination through one trap level,
#   U = ni^2*expm1(x) / ((n+n1)/Sp + (p+p1)/Sn),   x = (EFn-EFp)/kT,
# is accurate for every x, while forming n*p - ni^2 loses digits as roundoff/|x|.
# n, p: surface electron and hole densities (cm^-3); ni: intrinsic density;
# eta_p = ln(p/ni); eta_n = ln(n/ni) = x - eta_p; t = (Et-Ei)/kT;
# n1 = ni*exp(t), p1 = ni*exp(-t); Sn, Sp: capture velocities (cm/s);
# U: net recombination rate per area (cm^-2 s^-1).
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 60
rng = np.random.default_rng(7)
U64, U32 = 2.0**-53, 2.0**-24          # unit roundoffs

# Rough typical values for a p-type Si/SiO2 surface
T = 300.0
kT = const.k * T / const.e             # eV
ni, p_surf = 1e10, 1e16                # cm^-3
v_th, N_it = 1e7, 1e10                 # cm/s, cm^-2
sig_n, sig_p = 1e-15, 1e-16            # cm^2
Sn, Sp = v_th * sig_n * N_it, v_th * sig_p * N_it
gap, N_v, eps_r, Q_f = 1.12, 3e19, 11.7, 1e11   # eV, cm^-3, -, cm^-2
eta_ref = math.log(p_surf / ni)


def scaled_denominator(x, eta_p, t):
    return ((math.exp(x - eta_p) + math.exp(t)) / Sp
            + (math.exp(eta_p) + math.exp(-t)) / Sn)


def rate_expm1(x, eta_p, t=0.0):
    return ni * math.expm1(x) / scaled_denominator(x, eta_p, t)


def direct_difference(x, eta_p):
    n = ni * math.exp(x - eta_p)
    p = ni * math.exp(eta_p)
    return n * p - ni * ni


def rate_direct(x, eta_p, t=0.0):
    return direct_difference(x, eta_p) / (ni * scaled_denominator(x, eta_p, t))


def exact_densities(x, eta_p):
    x, eta_p = mp.mpf(x), mp.mpf(eta_p)
    return ni * mp.exp(x - eta_p), ni * mp.exp(eta_p)


def exact_drive(x, eta_p):
    """(n*p - ni^2)/ni^2 by subtraction at 60 digits."""
    n, p = exact_densities(x, eta_p)
    return (n * p - mp.mpf(ni)**2) / mp.mpf(ni)**2


def kinetic_rate(x, eta_p, t, eta_eq=9.0):
    """Net electron capture from the steady two-state master equation.
    Emission follows from detailed balance at an equilibrium with ln(p/ni)=eta_eq."""
    n, p = exact_densities(x, eta_p)
    n_eq, p_eq = exact_densities(0, eta_eq)
    f_eq = 1 / (1 + mp.exp(mp.mpf(t) + eta_eq))
    emit_n = Sn * n_eq * (1 - f_eq) / f_eq
    emit_p = Sp * p_eq * f_eq / (1 - f_eq)
    matrix = mp.matrix([[Sn * n + emit_p, -(emit_n + Sp * p)], [1, 1]])
    empty, full = mp.lu_solve(matrix, mp.matrix([0, 1]))
    return Sn * n * empty - emit_n * full


# Algorithm against trap kinetics, far from and very near equilibrium
worst_rate = 0.0
for k in range(300):
    eta_p, t = rng.uniform(-16, 16), rng.uniform(-10, 10)
    if k % 2:
        x = rng.uniform(-30, 30)
    else:
        x = rng.choice([-1, 1]) * 10**rng.uniform(-16, -1)
    x = float(x)
    ref = kinetic_rate(x, eta_p, t)
    err = float(abs(mp.mpf(rate_expm1(x, eta_p, t)) / ref - 1))
    assert err <= (abs(x - eta_p) + 16) * U64
    worst_rate = max(worst_rate, err)

# Roundoff of the direct difference, of stored densities, and of single precision
worst_direct = worst_stored = worst_single = worst_single_expm1 = 0.0
for _ in range(1000):
    eta_p = rng.uniform(5, 16)
    x = float(10**rng.uniform(-16, -3))
    ref = exact_drive(x, eta_p)
    err = float(abs(mp.mpf(direct_difference(x, eta_p)) / mp.mpf(ni)**2 - ref))
    assert err <= (abs(x - eta_p) + 8) * U64
    worst_direct = max(worst_direct, err / U64)
    n, p = exact_densities(x, eta_p)
    stored = mp.mpf(float(n)) * mp.mpf(float(p)) / mp.mpf(ni)**2 - 1
    worst_stored = max(worst_stored, float(abs(stored - ref)) / U64)
    n32, p32, ni32 = np.float32(float(n)), np.float32(float(p)), np.float32(ni)
    single = float(n32 * p32 - ni32 * ni32) / ni**2
    worst_single = max(worst_single, abs(single - float(ref)) / U32)
    e32 = float(np.expm1(np.float32(x)))
    worst_single_expm1 = max(worst_single_expm1, abs(e32 / float(ref) - 1) / U32)
assert worst_direct > 4
assert 0.5 < worst_stored < 2.01
assert 1.0 < worst_single < 4.01
assert worst_single_expm1 < 6

# Equilibrium must give zero; tiny positive splitting must give positive U
false_rates = wrong_sign = 0
for _ in range(1000):
    eta_p = rng.uniform(5, 16)
    assert rate_expm1(0.0, eta_p) == 0.0
    false_rates += rate_direct(0.0, eta_p) != 0.0
    x = float(10**rng.uniform(-17, -15))
    assert rate_expm1(x, eta_p) > 0
    wrong_sign += rate_direct(x, eta_p) <= 0
assert false_rates > 0 and wrong_sign > 0

# Amplification of relative input errors at x = 1e-6
x_c, rel = mp.mpf("1e-6"), mp.mpf("1e-12")
n, p = exact_densities(x_c, eta_ref)
base = n * p - mp.mpf(ni)**2
amp_x = float((exact_drive(x_c * (1 + rel), eta_ref) * mp.mpf(ni)**2 / base - 1) / rel)
amp_n = float(((n * (1 + rel) * p - mp.mpf(ni)**2) / base - 1) / rel)
assert abs(amp_x - 1) < 1e-5
assert abs(amp_n * float(x_c) - 1) < 1e-5

# Splitting recovered from two stored quasi-Fermi energies (eV, from Ei)
E_Fp = -kT * eta_ref
half_spacing = math.ulp(E_Fp) / 2
worst_energy = 0.0
for _ in range(1000):
    split = float(10**rng.uniform(-16, -6))
    E_Fn = E_Fp + split
    worst_energy = max(worst_energy, abs((E_Fn - E_Fp) - split))
assert 0.5 * half_spacing < worst_energy <= half_spacing * 1.000001

# Switching between the linear law and direct subtraction
worst_switch = 0.0
for x in np.logspace(-9, -6, 1500):
    x = float(x)
    ref = float(exact_drive(x, eta_ref))
    err_linear = abs(x / ref - 1)
    err_direct = abs(direct_difference(x, eta_ref) / ni**2 / ref - 1)
    worst_switch = max(worst_switch, min(err_linear, err_direct))
switch_bound = math.sqrt((eta_ref + 8) * U64 / 2)
assert 1e-9 < worst_switch < 1.01 * switch_bound

# Linear response
U0 = ni / scaled_denominator(0.0, eta_ref, 0.0)
h = mp.mpf("1e-10")
slope = (kinetic_rate(h, eta_ref, 0) - kinetic_rate(-h, eta_ref, 0)) / (2 * h)
assert abs(float(slope) / U0 - 1) < 1e-12
conductance = const.e * U0 / kT        # S/cm^2, since kT in eV equals kT/q in V

# Neglected effect: band bending by positive fixed oxide charge
eps = eps_r * const.epsilon_0 / 100    # F/cm
debye = math.sqrt(eps * kT / (const.e * p_surf))   # cm
field = Q_f / (p_surf * debye)         # surface field in units of (kT/q)/debye
bend = brentq(lambda u: 2 * (math.exp(-u) + u - 1) - field**2, 1e-6, 50)


def reached_surface(s, y):
    return y[0] - bend


reached_surface.terminal = True
path = solve_ivp(lambda s, y: [y[1], -math.expm1(-y[0])], (0, 60), [1e-5, 1e-5],
                 events=reached_surface, rtol=1e-10, atol=1e-13)
assert len(path.y_events[0]) == 1
assert abs(path.y_events[0][0][1] / field - 1) < 1e-6
x_mV = 1e-3 / kT
bend_factor = rate_expm1(x_mV, eta_ref - bend) / rate_expm1(x_mV, eta_ref)

# Neglected effect: same trap number spread uniformly over the gap
half = gap / (2 * kT)
D_mid = scaled_denominator(x_mV, eta_ref, 0.0)
area = quad(lambda t: D_mid / scaled_denominator(x_mV, eta_ref, t),
            -half, half, points=[-eta_ref, 0, 11], limit=200)[0]
spread_factor = area / (2 * half)
window = (eta_ref + math.log(p_surf * Sp / (Sn * ni))) / (2 * half)
assert abs(spread_factor / window - 1) < 2e-3

# Neglected effect: Fermi-Dirac holes; deficit integrated without cancellation
z = p_surf / N_v
deficit = 2 / math.sqrt(math.pi) * quad(
    lambda e: math.sqrt(e) * z * math.exp(-2 * e) / (1 + z * math.exp(-e)), 0, 40)[0]
assert abs(deficit / (z / math.sqrt(8)) - 1) < 1e-3


def ni2_ratio(T_new):
    return (T_new / T)**3 * math.exp(gap / kT * (1 - T / T_new))


print(f"T = {T:.0f} K, kT = {kT*1e3:.4f} meV")
print(f"ni = {ni:.1e} cm^-3, p = {p_surf:.1e} cm^-3, n0 = {ni**2/p_surf:.1e} cm^-3")
print(f"v_th = {v_th:.1e} cm/s, N_it = {N_it:.1e} cm^-2")
print(f"sigma_n = {sig_n:.1e} cm^2, sigma_p = {sig_p:.1e} cm^2")
print(f"Sn = {Sn:.1f} cm/s, Sp = {Sp:.1f} cm/s, eta_p = {eta_ref:.4f}")
print(f"unit roundoff: double {U64:.3e}, single {U32:.3e}")
print(f"linear-response rate U0 = {U0:.6e} cm^-2 s^-1")
print(f"conductance per area G = {conductance:.4e} S/cm^2")
print("Table: splitting (eV), x, U expm1, U direct (cm^-2 s^-1),")
print("  relative errors: expm1, direct double, direct single")
for split in [1e-3, 1e-6, 1e-8, 1e-9, 1e-12, 1e-14, 1e-15, 1e-16, 1e-17]:
    x = split / kT
    ref = kinetic_rate(x, eta_ref, 0.0)
    good, bad = rate_expm1(x, eta_ref), rate_direct(x, eta_ref)
    e_good = float(abs(good / ref - 1))
    e_bad = float(abs(bad / ref - 1))
    n, p = exact_densities(x, eta_ref)
    n32, p32, ni32 = np.float32(float(n)), np.float32(float(p)), np.float32(ni)
    e_32 = abs(float(n32 * p32 - ni32 * ni32) / ni**2 / math.expm1(x) - 1)
    print(f"  {split:.0e} {x:.4e} {good:.5e} {bad:.5e} {e_good:.1e} {e_bad:.1e} {e_32:.1e}")
print(f"worst relative error of expm1 rate, 300 random cases: {worst_rate:.2e}")
print(f"worst error of direct np/ni^2-1: {worst_direct:.2f} double roundoffs")
print(f"same, rounded n and p then exact algebra: {worst_stored:.2f} double roundoffs")
print(f"same, all in single precision: {worst_single:.2f} single roundoffs")
print(f"single expm1, worst relative error: {worst_single_expm1:.2f} single roundoffs")
print(f"splitting for 1% error bound, double: {kT*(eta_ref+8)*U64/0.01:.2e} eV")
print(f"splitting for 1% error bound, single: {kT*4*U32/0.01:.2e} eV")
print(f"direct rate nonzero at equilibrium: {false_rates} of 1000 cases")
print(f"direct rate zero or negative, x in 1e-17..1e-15: {wrong_sign} of 1000 cases")
print(f"error amplification at x=1e-6: from x {amp_x:.6f}, from n {amp_n:.4e}")
print(f"stored quasi-Fermi energy E_Fp-Ei = {E_Fp:.5f} eV")
print(f"worst splitting error {worst_energy:.2e} eV, half spacing {half_spacing:.2e} eV")
print(f"linear/direct switch: worst error {worst_switch:.2e}, bound {switch_bound:.2e}")
print("Neglected effects:")
print(f"fixed charge {Q_f:.1e} cm^-2, eps_r {eps_r}: Debye length {debye*1e7:.2f} nm")
print(f"  band bending {bend*kT:.4f} eV, U at 1 meV multiplied by {bend_factor:.2f}")
print(f"uniform traps over {gap} eV gap: U multiplied by {spread_factor:.4f}")
print(f"Fermi-Dirac deficit of p (Nv = {N_v:.1e} cm^-3): {deficit:.3e}")
print(f"  false splitting if mixed with Boltzmann ni^2: {-deficit*kT*1e6:.3f} ueV")
print(f"ni^2 at 301 K / 300 K: {ni2_ratio(301):.4f}; at 350 K / 300 K: {ni2_ratio(350):.1f}")
print(f"excess electrons / p at 1 meV: {ni**2/p_surf*math.expm1(x_mV)/p_surf:.2e}")
print("done: every assertion held")
```

Running it gives:

```
T = 300 K, kT = 25.8520 meV
ni = 1.0e+10 cm^-3, p = 1.0e+16 cm^-3, n0 = 1.0e+04 cm^-3
v_th = 1.0e+07 cm/s, N_it = 1.0e+10 cm^-2
sigma_n = 1.0e-15 cm^2, sigma_p = 1.0e-16 cm^2
Sn = 100.0 cm/s, Sp = 10.0 cm/s, eta_p = 13.8155
unit roundoff: double 1.110e-16, single 5.960e-08
linear-response rate U0 = 9.999890e+05 cm^-2 s^-1
conductance per area G = 6.1974e-12 S/cm^2
Table: splitting (eV), x, U expm1, U direct (cm^-2 s^-1),
  relative errors: expm1, direct double, direct single
  1e-03 3.8682e-02 3.94392e+04 3.94392e+04 5.0e-17 2.0e-14 1.3e-06
  1e-06 3.8682e-05 3.86820e+01 3.86820e+01 8.4e-17 1.6e-11 5.3e-04
  1e-08 3.8682e-07 3.86813e-01 3.86813e-01 9.1e-17 2.3e-09 1.4e-01
  1e-09 3.8682e-08 3.86813e-02 3.86813e-02 7.9e-17 1.8e-08 1.0e+00
  1e-12 3.8682e-11 3.86813e-05 3.86815e-05 3.2e-17 6.2e-06 1.0e+00
  1e-14 3.8682e-13 3.86813e-07 3.87150e-07 1.7e-16 8.7e-04 1.0e+00
  1e-15 3.8682e-14 3.86813e-08 3.89935e-08 1.9e-16 8.1e-03 1.0e+00
  1e-16 3.8682e-15 3.86813e-09 3.60444e-09 1.4e-16 6.8e-02 1.0e+00
  1e-17 3.8682e-16 3.86813e-10 0.00000e+00 2.0e-16 1.0e+00 1.0e+00
worst relative error of expm1 rate, 300 random cases: 3.69e-15
worst error of direct np/ni^2-1: 9.49 double roundoffs
same, rounded n and p then exact algebra: 1.69 double roundoffs
same, all in single precision: 2.58 single roundoffs
single expm1, worst relative error: 1.62 single roundoffs
splitting for 1% error bound, double: 6.26e-15 eV
splitting for 1% error bound, single: 6.16e-07 eV
direct rate nonzero at equilibrium: 388 of 1000 cases
direct rate zero or negative, x in 1e-17..1e-15: 745 of 1000 cases
error amplification at x=1e-6: from x 1.000001, from n 1.0000e+06
stored quasi-Fermi energy E_Fp-Ei = -0.35716 eV
worst splitting error 2.78e-17 eV, half spacing 2.78e-17 eV
linear/direct switch: worst error 2.22e-08, bound 3.48e-08
Neglected effects:
fixed charge 1.0e+11 cm^-2, eps_r 11.7: Debye length 40.88 nm
  band bending 0.1027 eV, U at 1 meV multiplied by 53.08
uniform traps over 1.12 eV gap: U multiplied by 0.5846
Fermi-Dirac deficit of p (Nv = 3.0e+19 cm^-3): 1.178e-04
  false splitting if mixed with Boltzmann ni^2: -3.046 ueV
ni^2 at 301 K / 300 K: 1.1664; at 350 K / 300 K: 774.0
excess electrons / p at 1 meV: 3.94e-14
done: every assertion held
```
